**Hyperfine splitting of a Pb centre at the magic angle**

For an axial hyperfine tensor with principal couplings A_par and A_perp, the first-order splitting at angle theta between field and bond is K = sqrt(A_par² cos²theta + A_perp² sin²theta), provided the nuclear Zeeman energy is small. With 156 G and 91 G, K at 54.7° is 116.76 G, while the isotropic average A_iso is 112.67 G. The program diagonalizes the full four-level Hamiltonian, finds the resonance fields at 9.4 GHz, and asserts that their separation agrees with K within 0.15 G at six angles; at the magic angle it obtains 116.79 G. It also asserts the second-order common shift, the correction for anisotropic g, the slope with angle, and the angle of about 58.4° at which the splitting equals A_iso. At high field it asserts the splittings and weights of the four lines and that their weighted root-mean-square splitting stays at K within 0.1 G. The output shows equal weights of the two pairs at 19.4 T, and a strong pair split by 112.52 G, close to A_iso, in the mathematical limit case of 100 T. The line broadenings printed at the end rest on assumed or rough inputs and are estimates of size.

## Numerical verification

```python
"""
Result under test: for an axial hyperfine tensor (A_PAR, A_PERP, in gauss) of a
fixed spin-1/2 defect with one spin-1/2 nucleus, the first-order splitting is
    K(theta) = sqrt(A_PAR^2 cos^2 theta + A_PERP^2 sin^2 theta)
when the nuclear Zeeman energy is small. At the magic angle K is the root mean
square of the principal couplings, not their mean A_ISO.
theta: angle between field and defect axis. Energies in the Hamiltonian are in
units of (Bohr magneton x gauss). A coupling in gauss is energy / (g muB).
The reference side is always the full 4x4 Hamiltonian, diagonalized.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

MU_B = const.physical_constants["Bohr magneton"][0]
MU_N = const.physical_constants["nuclear magneton"][0]
GAUSS = 1e-4                       # tesla

A_PAR, A_PERP = 156.0, 91.0        # gauss
G_PAR, G_PERP = 2.001, 2.009       # rough typical values for Pb
G_NUC = -1.11                      # 29Si nuclear g factor, rounded
FREQ = 9.4e9                       # microwave frequency, Hz

A_ISO = (A_PAR + 2 * A_PERP) / 3
T_DIP = (A_PAR - A_PERP) / 3
MAGIC = np.arccos(1 / np.sqrt(3))
G0 = np.sqrt((G_PAR**2 + 2 * G_PERP**2) / 3)
ISO_G = (G0, G0)

sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one = np.eye(2)
S = [np.kron(m, one) for m in (sx, sy, sz)]
I = [np.kron(one, m) for m in (sx, sy, sz)]


def hamiltonian(field, theta, g=ISO_G, g_nuc=G_NUC):
    """Axis along z, field in the xz plane, field in gauss."""
    direction = (np.sin(theta), 0.0, np.cos(theta))
    g_values = (g[1], g[1], g[0])
    couplings = (A_PERP, A_PERP, A_PAR)
    h = np.zeros((4, 4), complex)
    for k in range(3):
        h += g_values[k] * field * direction[k] * S[k]
        h += g_values[k] * couplings[k] * S[k] @ I[k]
        h -= g_nuc * MU_N / MU_B * field * direction[k] * I[k]
    return h


def resonance_fields(theta, g=ISO_G, g_nuc=G_NUC, freq=FREQ):
    """Fields of the two outer lines in a sweep at fixed frequency."""
    quantum = const.h * freq / (MU_B * GAUSS)
    centre = quantum / G0

    def mismatch(field, low, high):
        e = np.linalg.eigvalsh(hamiltonian(field, theta, g, g_nuc))
        return e[high] - e[low] - quantum

    return [brentq(mismatch, 0.8 * centre, 1.2 * centre, args=pair,
                   xtol=1e-9, rtol=1e-13) for pair in ((0, 3), (1, 2))]


def exact_splitting(theta, **kw):
    low, high = resonance_fields(theta, **kw)
    return high - low


def first_order(theta):
    return np.hypot(A_PAR * np.cos(theta), A_PERP * np.sin(theta))


def four_lines(field):
    """Outer and inner splitting (gauss) and outer weight at fixed field."""
    e, v = np.linalg.eigh(hamiltonian(field, MAGIC))
    e = e / G0
    strength = abs(v.conj().T @ S[1] @ v)**2
    outer = strength[0, 3] + strength[1, 2]
    inner = strength[0, 2] + strength[1, 3]
    w_low, w_high = e[1] - e[0], e[3] - e[2]
    return w_low + w_high, abs(w_high - w_low), outer / (outer + inner)


# Geometry: a cube axis makes the magic angle with a [111] bond axis.
bond = np.array([1, 1, 1]) / np.sqrt(3)
assert abs(np.arccos(bond @ np.array([0, 0, 1])) - MAGIC) < 1e-12

# First-order law against resonance fields, over the full range of angles.
for degrees in (0, 20, 40, 54.7356, 70, 90):
    angle = np.radians(degrees)
    assert abs(exact_splitting(angle) - first_order(angle)) < 0.15
K = first_order(MAGIC)
exact = exact_splitting(MAGIC)
assert abs(exact - K) < 0.1
assert abs(exact - A_ISO) > 3.5
transverse = np.sqrt(2) * T_DIP
assert abs(np.hypot(A_ISO, transverse) - exact) < 0.1

# Second-order common shift, and inverse-square decay of the splitting error.
B0 = const.h * FREQ / (G0 * MU_B * GAUSS)
shift_exact = np.mean(resonance_fields(MAGIC)) - B0
shift_formula = -K**2 / (4 * B0)
assert abs(shift_exact - shift_formula) < 0.01
error_1 = exact_splitting(MAGIC, g_nuc=0.0) - K
error_2 = exact_splitting(MAGIC, g_nuc=0.0, freq=2 * FREQ) - K
assert 3.8 < error_1 / error_2 < 4.2

# Nuclear Zeeman energy: splittings, weights and mean square at high field.
ratio = abs(G_NUC) * MU_N / (G0 * MU_B)
B_cross = K / (2 * ratio)
for field in (1e5, B_cross, 1e6):
    outer, inner, weight = four_lines(field)
    n = ratio * field
    w_plus = np.sqrt(K**2 / 4 + n**2 + A_ISO * n)
    w_minus = np.sqrt(K**2 / 4 + n**2 - A_ISO * n)
    cos_beta = (n**2 - K**2 / 4) / (w_plus * w_minus)
    assert abs(outer - (w_plus + w_minus)) < 0.1
    assert abs(inner - (w_plus - w_minus)) < 0.1
    assert abs(weight - (1 - cos_beta) / 2) < 0.005
    rms = np.sqrt(weight * outer**2 + (1 - weight) * inner**2)
    assert abs(rms - K) < 0.1
x_outer, x_inner, x_weight = four_lines(B0)
c_outer, c_inner, c_weight = four_lines(B_cross)
h_outer, h_inner, h_weight = four_lines(1e6)
assert 1 - x_weight < 1e-3
assert abs(c_weight - 0.5) < 0.005
assert h_weight < 0.05 and abs(h_inner - A_ISO) < 0.3

# Angle at which the splitting really equals the isotropic average.
angle_iso = np.arccos(np.sqrt((A_ISO**2 - A_PERP**2)
                              / (A_PAR**2 - A_PERP**2)))
angle_iso_exact = brentq(lambda t: exact_splitting(t) - A_ISO, 0.8, 1.3)
assert abs(np.degrees(angle_iso - angle_iso_exact)) < 0.1

# Sensitivity to tilt, per degree.
slope = -(A_PAR**2 - A_PERP**2) * np.sin(MAGIC) * np.cos(MAGIC) / K
slope *= np.pi / 180
half = np.radians(0.5)
slope_exact = exact_splitting(MAGIC + half) - exact_splitting(MAGIC - half)
assert abs(slope - slope_exact) < 0.01

# Anisotropic g.
K_g = np.sqrt((G_PAR**4 * A_PAR**2 + 2 * G_PERP**4 * A_PERP**2) / 3) / G0**2
exact_g = exact_splitting(MAGIC, g=(G_PAR, G_PERP))
assert abs(K_g - exact_g) < 0.1
assert abs((exact_g - exact) - (K_g - K)) < 0.02

# Consequence of reading the magic-angle splitting as the isotropic coupling.
T_wrong = (A_PAR - K) / 2

# Broadening of one hyperfine line (standard deviations) by neglected effects.
TILT_SPREAD = 1.0                  # degrees, assumed
COUPLING_SPREAD = 0.05             # relative, assumed
ABUNDANCE = 0.047                  # 29Si, natural
SHELL_SPLITTING = 15.0             # gauss, rough, three equivalent neighbours
DENSITY = 5e12                     # defects per cm2, assumed
width_tilt = abs(slope) * TILT_SPREAD / 2
width_coupling = K * COUPLING_SPREAD / 2
choices = ((0.0, 1 - ABUNDANCE), (SHELL_SPLITTING / 2, ABUNDANCE / 2),
           (-SHELL_SPLITTING / 2, ABUNDANCE / 2))
variance = sum(np.prod([c[1] for c in combo]) * sum(c[0] for c in combo)**2
               for combo in itertools.product(choices, repeat=3))
width_shell = np.sqrt(variance)
spacing = 1 / np.sqrt(DENSITY * 1e4)
dipole_field = const.mu_0 / (4 * np.pi) * MU_B / spacing**3 / GAUSS


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("A_par (input)", A_PAR, 0, "G")
show("A_perp (input)", A_PERP, 0, "G")
show("g_par (rough input)", G_PAR, 3)
show("g_perp (rough input)", G_PERP, 3)
show("29Si nuclear g factor (input)", G_NUC, 2)
show("microwave frequency (input)", FREQ / 1e9, 1, "GHz")
show("g at magic angle, used as isotropic g", G0, 4)
show("magic angle", np.degrees(MAGIC), 2, "deg")
show("isotropic average A_iso", A_ISO, 2, "G")
show("dipolar part T", T_DIP, 2, "G")
show("transverse part sqrt(2) T", transverse, 2, "G")
show("angle of hyperfine vector from B",
     np.degrees(np.arctan2(transverse, A_ISO)), 1, "deg")
show("first-order splitting K", K, 2, "G")
show("K as a frequency", K * GAUSS * G0 * MU_B / const.h / 1e6, 1, "MHz")
show("K minus A_iso", K - A_ISO, 2, "G")
show("exact field-swept splitting", exact, 3, "G")
show("exact splitting minus K", exact - K, 3, "G")
show("field B0 without hyperfine coupling", B0, 1, "G")
show("common shift, exact", shift_exact, 3, "G")
show("common shift, formula", shift_formula, 3, "G")
show("splitting error ratio on doubling frequency", error_1 / error_2, 2)
show("nuclear Zeeman energy n at B0", ratio * B0, 2, "G")
print(f"inner-pair weight at B0: {1 - x_weight:.1e}")
show("crossover field, n = K/2", B_cross * GAUSS, 1, "T")
show("outer splitting at crossover", c_outer, 1, "G")
show("inner splitting at crossover", c_inner, 1, "G")
show("outer-pair weight at crossover", c_weight, 3)
show("strong (inner) splitting at 100 T", h_inner, 2, "G")
show("weak (outer) splitting at 100 T", h_outer, 1, "G")
show("outer-pair weight at 100 T", h_weight, 4)
show("angle where K = A_iso, formula", np.degrees(angle_iso), 2, "deg")
show("angle where exact splitting = A_iso",
     np.degrees(angle_iso_exact), 2, "deg")
show("slope dK/dtheta at magic angle", slope, 2, "G/deg")
show("T if K is misread as A_iso", T_wrong, 2, "G")
show("relative error of that T", 100 * (T_wrong / T_DIP - 1), 1, "%")
show("relative error of that A_iso", 100 * (K / A_ISO - 1), 1, "%")
show("splitting with anisotropic g, formula", K_g, 2, "G")
show("splitting with anisotropic g, exact", exact_g, 2, "G")
show("axis spread (assumed s.d.)", TILT_SPREAD, 1, "deg")
show("line s.d. from axis spread", width_tilt, 2, "G")
show("coupling spread (assumed s.d.)", 100 * COUPLING_SPREAD, 0, "%")
show("line s.d. from coupling spread", width_coupling, 1, "G")
show("29Si abundance (input)", 100 * ABUNDANCE, 1, "%")
show("second-shell splitting (rough input)", SHELL_SPLITTING, 0, "G")
show("line s.d. from second-shell 29Si", width_shell, 1, "G")
print(f"defect density (assumed): {DENSITY:.0e} cm^-2")
show("defect spacing", spacing * 1e9, 1, "nm")
show("dipole field scale at that spacing", dipole_field, 2, "G")
print("all assertions hold")
```

It prints:

```
A_par (input): 156 G
A_perp (input): 91 G
g_par (rough input): 2.001
g_perp (rough input): 2.009
29Si nuclear g factor (input): -1.11
microwave frequency (input): 9.4 GHz
g at magic angle, used as isotropic g: 2.0063
magic angle: 54.74 deg
isotropic average A_iso: 112.67 G
dipolar part T: 21.67 G
transverse part sqrt(2) T: 30.64 G
angle of hyperfine vector from B: 15.2 deg
first-order splitting K: 116.76 G
K as a frequency: 327.9 MHz
K minus A_iso: 4.09 G
exact field-swept splitting: 116.790 G
exact splitting minus K: 0.031 G
field B0 without hyperfine coupling: 3347.4 G
common shift, exact: -1.019 G
common shift, formula: -1.018 G
splitting error ratio on doubling frequency: 4.00
nuclear Zeeman energy n at B0: 1.01 G
inner-pair weight at B0: 9.1e-06
crossover field, n = K/2: 19.4 T
outer splitting at crossover: 131.2 G
inner splitting at crossover: 100.3 G
outer-pair weight at crossover: 0.501
strong (inner) splitting at 100 T: 112.52 G
weak (outer) splitting at 100 T: 603.4 G
outer-pair weight at 100 T: 0.0028
angle where K = A_iso, formula: 58.38 deg
angle where exact splitting = A_iso: 58.41 deg
slope dK/dtheta at magic angle: -1.13 G/deg
T if K is misread as A_iso: 19.62 G
relative error of that T: -9.4 %
relative error of that A_iso: 3.6 %
splitting with anisotropic g, formula: 116.52 G
splitting with anisotropic g, exact: 116.55 G
axis spread (assumed s.d.): 1.0 deg
line s.d. from axis spread: 0.57 G
coupling spread (assumed s.d.): 5 %
line s.d. from coupling spread: 2.9 G
29Si abundance (input): 4.7 %
second-shell splitting (rough input): 15 G
line s.d. from second-shell 29Si: 2.8 G
defect density (assumed): 5e+12 cm^-2
defect spacing: 4.5 nm
dipole field scale at that spacing: 0.10 G
all assertions hold
```
